# Resistivity times mean free path for a cylindrical Fermi surface: test program

```python
"""
Result under test: a layered metal with one spin-degenerate cylindrical Fermi
surface has in-plane resistivity * mean free path = h c / (e^2 kF).
  kF   radius of the cylinder          c    layer spacing (a length)
  h, e Planck constant, elementary charge
The mean free path is the transport one, equal all over the Fermi surface.
The conductivity is computed from its Brillouin-zone integral and compared with
the formula; neglected effects are then sized for the example. SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

h, hbar, e = const.h, const.hbar, const.e
nm = 1e-9

# Example inputs: rough values in the regime of a layered oxide metal
kF = 9.5 / nm
spacing = 0.6 * nm
resistivity = 3.0e-8            # ohm m
mass = 1.5 * const.m_e
hopping = 0.010 * e             # interlayer hopping energy, J
temperature = 300.0
line_width = 20 * nm

product = h * spacing / (e**2 * kF)
path = product / resistivity
fermi_energy = (hbar * kF)**2 / (2 * mass)
kT = const.k * temperature
sigma_formula = path / product


def zone_conductivity(energy, points=600, planes=8):
    """In-plane conductivity from the k-space integral at fixed |v|*tau = path."""
    reach = 1.3 * kF
    dk = 2 * reach / points
    axis = -reach + (np.arange(points) + 0.5) * dk
    kx, ky = np.meshgrid(axis, axis, indexing="ij")
    dkz = 2 * np.pi / spacing / planes
    step = 1e-4 * kF
    total = 0.0
    for kz in -np.pi / spacing + (np.arange(planes) + 0.5) * dkz:
        vx = (energy(kx + step, ky, kz) - energy(kx - step, ky, kz)) / (2 * step * hbar)
        vy = (energy(kx, ky + step, kz) - energy(kx, ky - step, kz)) / (2 * step * hbar)
        vz = (energy(kx, ky, kz + step) - energy(kx, ky, kz - step)) / (2 * step * hbar)
        speed = np.sqrt(vx**2 + vy**2 + vz**2)
        x = (energy(kx, ky, kz) - fermi_energy) / kT
        minus_df_dE = 1 / (4 * kT * np.cosh(x / 2)**2)
        total += np.sum(minus_df_dE * vx**2 * path / speed)
    return 2 * e**2 * total * dk**2 * dkz / (2 * np.pi)**3


def parabolic(kx, ky, kz):
    return hbar**2 * (kx**2 + ky**2) / (2 * mass)


def linear(kx, ky, kz):
    return fermi_energy * np.hypot(kx, ky) / kF


def warped(kx, ky, kz):
    return parabolic(kx, ky, kz) - 2 * hopping * np.cos(kz * spacing)


# Hexagonal prism enclosing the same area as the circle
apothem = kF * np.sqrt(np.pi / (2 * np.sqrt(3)))


def hexagonal(kx, ky, kz):
    s = np.sqrt(3) / 2
    radius = np.maximum(np.abs(kx), np.maximum(np.abs(kx / 2 + s * ky),
                                             np.abs(kx / 2 - s * ky)))
    return fermi_energy * radius / apothem


# Main result for two different bands, and the thermal correction
ratio_parabolic = zone_conductivity(parabolic) / sigma_formula
ratio_linear = zone_conductivity(linear) / sigma_formula
assert abs(ratio_parabolic - 1) < 2e-4      # thermal smearing remains
assert abs(ratio_linear - 1) < 1e-5
thermal_shift = -np.pi**2 / 24 * (kT / fermi_energy)**2
assert abs(ratio_parabolic - 1 - thermal_shift) < 1e-6

# Interlayer hopping, isolated from the thermal correction
ratio_warped = zone_conductivity(warped) / sigma_formula
warp_measured = ratio_warped - ratio_parabolic
warp_shift = -(hopping / fermi_energy)**2 * (1 + (spacing * kF)**2) / 4
assert abs(warp_measured - warp_shift) < 1e-6

# Faceting: the perimeter rule against the zone integral
perimeter = 4 * np.sqrt(3) * apothem
product_hexagon = 2 * np.pi * h * spacing / (e**2 * perimeter)
product_hexagon_zone = path / zone_conductivity(hexagonal)
# corners cut through grid cells, which limits the accuracy
assert abs(product_hexagon_zone / product_hexagon - 1) < 3e-3

# Carrier density by counting allowed k points of a large square layer
side = 400 * 2 * np.pi / kF
index = np.arange(-401, 402)
inside = np.add.outer(index**2, index**2) <= 400**2
density_counted = 2 * np.count_nonzero(inside) / (side**2 * spacing)
density = kF**2 / (2 * np.pi * spacing)
assert abs(density_counted / density - 1) < 1e-3
fermi_speed = hbar * kF / mass
relaxation_time = path / fermi_speed
sigma_drude = density_counted * e**2 * relaxation_time / mass
assert abs(sigma_drude / sigma_formula - 1) < 1e-3

# Forward-peaked scattering: solve the collision equation on the Fermi ring
collision_distance = 10 * nm
peaking = 2.0
norm = quad(lambda t: np.exp(peaking * np.cos(t)), -np.pi, np.pi)[0]


def rate(theta):
    return np.exp(peaking * np.cos(theta)) / (norm * collision_distance)


number = 180
phi = 2 * np.pi * np.arange(number) / number
dphi = 2 * np.pi / number
gain = rate(phi[:, None] - phi[None, :]) * dphi
collision = np.diag(gain.sum(axis=1)) - gain
response = np.linalg.lstsq(collision, np.cos(phi), rcond=1e-10)[0]
sigma_ring = (2 * e**2 * kF / ((2 * np.pi)**2 * hbar * spacing)
              * np.sum(np.cos(phi) * response) * dphi)
inverse_path = quad(lambda t: rate(t) * (1 - np.cos(t)) * nm, -np.pi, np.pi)[0]
transport_path = nm / inverse_path
assert abs(sigma_ring * product / transport_path - 1) < 1e-6
assert abs(sigma_ring * product / collision_distance - 1) > 0.5

# Diffuse sidewalls: closed form against integration across the line


def wall_factor(angle):
    a = path * np.sin(angle)
    return 1 - a / line_width * (1 - np.exp(-line_width / a))


line_ratio = quad(lambda t: np.cos(t)**2 * wall_factor(t),
                  0, np.pi / 2)[0] / (np.pi / 4)
angles = (np.arange(2000) + 0.5) * (np.pi / 2) / 2000
drift = path * np.sin(angles)
steps = 400
dy = line_width / steps
g = np.zeros_like(angles)
mean_g = np.zeros_like(angles)
for _ in range(steps):
    g_next = ((drift - dy / 2) * g + dy) / (drift + dy / 2)
    mean_g += (g + g_next) / (2 * steps)
    g = g_next
line_ratio_solved = np.sum(np.cos(angles)**2 * mean_g) / np.sum(np.cos(angles)**2)
assert abs(line_ratio_solved / line_ratio - 1) < 1e-3

print("INPUTS (rough typical values)")
print(f"Fermi radius kF = {kF * nm:.2f} nm^-1")
print(f"layer spacing c = {spacing / nm:.2f} nm")
print(f"in-plane resistivity = {resistivity * 1e8:.2f} microohm cm")
print(f"effective mass = {mass / const.m_e:.2f} electron masses")
print(f"interlayer hopping t = {hopping / e * 1000:.1f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"line width = {line_width / nm:.1f} nm")
print("MAIN RESULT")
print(f"h/e^2 = {h / e**2:.2f} ohm")
print(f"resistivity * mean free path = {product:.4e} ohm m^2")
print(f"the same = {product * 1e17:.2f} microohm cm nm")
print(f"mean free path = {path / nm:.2f} nm")
print(f"kF * mean free path = {kF * path:.1f} (no unit)")
print(f"carrier density = {density * nm**3:.3f} nm^-3")
print(f"carrier density by counting = {density_counted * nm**3:.3f} nm^-3")
print(f"Fermi speed = {fermi_speed:.3e} m/s")
print(f"relaxation time = {relaxation_time * 1e15:.2f} fs")
print("CHECKS: conductivity from definition / formula (no unit)")
print(f"parabolic band, zone integral = {ratio_parabolic:.7f}")
print(f"linear band, zone integral = {ratio_linear:.7f}")
print(f"counted density and relaxation time = {sigma_drude / sigma_formula:.6f}")
print("FORWARD-PEAKED SCATTERING")
print(f"exponent factor b in exp(b cos theta) = {peaking:.1f} (no unit)")
print(f"distance between collisions = {collision_distance / nm:.2f} nm")
print(f"transport mean free path = {transport_path / nm:.2f} nm")
print(f"path implied by solved conductivity = {sigma_ring * product / nm:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"Fermi energy = {fermi_energy / e:.3f} eV")
print(f"thermal energy kT = {kT / e * 1000:.2f} meV")
print(f"thermal change of conductivity, formula = {thermal_shift:.3e} (no unit)")
print(f"thermal change, zone integral = {ratio_parabolic - 1:.3e} (no unit)")
print(f"hopping change of conductivity, formula = {warp_shift:.3e} (no unit)")
print(f"hopping change, zone integral = {warp_measured:.3e} (no unit)")
print(f"hexagon / circle perimeter = {perimeter / (2 * np.pi * kF):.4f} (no unit)")
print(f"hexagon product, formula = {product_hexagon * 1e17:.2f} microohm cm nm")
print(f"hexagon product, zone integral = {product_hexagon_zone * 1e17:.2f} microohm cm nm")
print(f"line / bulk conductivity, formula = {line_ratio:.4f} (no unit)")
print(f"line / bulk conductivity, solved = {line_ratio_solved:.4f} (no unit)")
print(f"line resistivity, diffuse walls = {resistivity * 1e8 / line_ratio:.2f} microohm cm")
print("every check passed")
```

Running it gives:

```
INPUTS (rough typical values)
Fermi radius kF = 9.50 nm^-1
layer spacing c = 0.60 nm
in-plane resistivity = 3.00 microohm cm
effective mass = 1.50 electron masses
interlayer hopping t = 10.0 meV
temperature = 300 K
line width = 20.0 nm
MAIN RESULT
h/e^2 = 25812.81 ohm
resistivity * mean free path = 1.6303e-15 ohm m^2
the same = 163.03 microohm cm nm
mean free path = 54.34 nm
kF * mean free path = 516.3 (no unit)
carrier density = 23.940 nm^-3
carrier density by counting = 23.938 nm^-3
Fermi speed = 7.332e+05 m/s
relaxation time = 74.12 fs
CHECKS: conductivity from definition / formula (no unit)
parabolic band, zone integral = 0.9999477
linear band, zone integral = 1.0000000
counted density and relaxation time = 0.999941
FORWARD-PEAKED SCATTERING
exponent factor b in exp(b cos theta) = 2.0 (no unit)
distance between collisions = 10.00 nm
transport mean free path = 33.09 nm
path implied by solved conductivity = 33.09 nm
NEGLECTED EFFECTS
Fermi energy = 2.292 eV
thermal energy kT = 25.85 meV
thermal change of conductivity, formula = -5.230e-05 (no unit)
thermal change, zone integral = -5.233e-05 (no unit)
hopping change of conductivity, formula = -1.593e-04 (no unit)
hopping change, zone integral = -1.593e-04 (no unit)
hexagon / circle perimeter = 1.0501 (no unit)
hexagon product, formula = 155.25 microohm cm nm
hexagon product, zone integral = 155.26 microohm cm nm
line / bulk conductivity, formula = 0.4188 (no unit)
line / bulk conductivity, solved = 0.4188 (no unit)
line resistivity, diffuse walls = 7.16 microohm cm
every check passed
```
